Acoustic and Ionized-Impurity Mobility: Testing Matthiessen's Rule

**The setting**

Electrons of charge −e occupy one isotropic parabolic band of mass m. They are nondegenerate, the field F is weak, and collisions are nearly elastic. The electron energy is E, and x = E/kT. Acoustic phonons and singly charged donors scatter independently, with relaxation times τ_L and τ_I. The donors have density N, the permittivity is ε, and the electrons screen each donor with Debye length λ = √(εkT/(e²n)), where n = N. SI formulas are used, because the example is in laboratory units.

**Part (a). Express the mobility as an energy average, and find how each relaxation time depends on energy.**

Write the distribution as f₀ + f₁, with f₀ ∝ exp(−E/kT) and the field along z. The steady Boltzmann equation, to first order in F, is

−(eF/ħ) ∂f₀/∂k_z = −f₁/τ.

Since ∂f₀/∂k_z = ħv_z ∂f₀/∂E = −ħv_z f₀/kT,

f₁ = −eFτv_z f₀/kT.

The mean velocity is therefore −(eF/kT) times the equilibrium average of τv_z². Averaged over directions, v_z² = 2E/(3m) = 2xkT/(3m). The density of states is proportional to √x, so

μ = (2e/3m) ∫₀^∞ τ x^(3/2) e^(−x) dx / ∫₀^∞ x^(1/2) e^(−x) dx.

The denominator is √π/2. Hence

μ = (e/m)⟨τ⟩, ⟨τ⟩ = [4/(3√π)] ∫₀^∞ τ x^(3/2) e^(−x) dx.

This average is normalized: ⟨1⟩ = 1.

For acoustic phonons, the squared deformation-potential matrix element is proportional to q²N_q/ω_q. When kT greatly exceeds the phonon energy, N_q ≈ kT/(ħω_q). With ω_q ∝ q, the dependence on q cancels. Scattering is isotropic, and its rate follows the density of final states, √x:

τ_L = A x^(−1/2).

For a donor, the screened potential energy is −e²exp(−r/λ)/(4πεr). With a = 4πεħ²/(me²), the magnitude of its Born scattering amplitude is 2/[a(q² + λ^(−2))]. Momentum loss carries the factor 1 − cosθ, so the transfer cross-section is

σ = 2π ∫₋₁¹ (1 − cosθ) 4/[a²(q² + λ^(−2))²] d(cosθ).

Here q² = 2k²(1 − cosθ). Set s = q²λ², which runs from 0 to b = 4k²λ². Then (1 − cosθ)d(1 − cosθ) = s ds/(4k⁴λ⁴), and

σ = [2π/(a²k⁴)] ∫₀^b s ds/(1+s)² = 2πL(b)/(a²k⁴),

L(b) = ln(1+b) − b/(1+b).

The rate is 1/τ_I = Nvσ with v = ħk/m. It varies as L/k³, so τ_I ∝ x^(3/2)/L. The factor L varies slowly when b is large. In the impurity mobility the remaining integrand is x³e^(−x), which peaks at x = 3. Fixing L at that energy gives

τ_I = B x^(3/2).

This is an approximation; its cost is found in part (f).

**Part (b). Find the combined mobility in terms of sine and cosine integrals.**

The separate mobilities are

μ_L = [4eA/(3√π m)] Γ(2) = 4eA/(3√π m),

μ_I = [4eB/(3√π m)] Γ(4) = 8eB/(√π m).

Their ratio gives A/B = 6μ_L/μ_I. Call this X².

Independent rates add at each energy:

1/τ = x^(1/2)/A + x^(−3/2)/B = (x² + X²)/(A x^(3/2)).

Insert τ into the average and divide by μ_L:

μ/μ_L = ∫₀^∞ x³e^(−x)/(x² + X²) dx.

Since x³/(x² + X²) = x − X²x/(x² + X²), and ∫₀^∞ xe^(−x)dx = 1,

μ/μ_L = 1 − X²G, G = ∫₀^∞ xe^(−x)/(x² + X²) dx.

The fraction x/(x² + X²) is the real part of 1/(x + iX). With z = x + iX,

∫₀^∞ e^(−x)/(x + iX) dx = e^(iX) ∫ e^(−z)/z dz,

where z runs from iX parallel to the positive real axis. This path can be turned onto the imaginary axis, from iX to i∞. The pole at z = 0 lies outside the quadrant swept. On an arc of radius R about iX, |z| ≥ R, and the arc's contribution is at most ∫₀^(π/2) exp(−R cosθ)dθ ≤ π/(2R), which vanishes as R grows. With z = is,

∫₀^∞ e^(−x)/(x + iX) dx = e^(iX) ∫_X^∞ (cos s − i sin s)/s ds.

The standard definitions are

Ci(X) = −∫_X^∞ (cos s)/s ds, Si(X) = ∫₀^X (sin s)/s ds.

Because Si(∞) = π/2, the last integral equals −Ci(X) + i[Si(X) − π/2]. Taking the real part after multiplication by e^(iX),

G = −Ci(X)cos X − [Si(X) − π/2]sin X.

The combined mobility is thus

μ = μ_L {1 + X²[Ci(X)cos X + (Si(X) − π/2)sin X]}.

**Part (c). Evaluate this for equal component mobilities and compare it with Matthiessen's rule.**

Equality gives X = √6 = 2.44949. The special functions are Ci(X) = 0.301907 and Si(X) = 1.765896, while cos X = −0.769906 and sin X = 0.638158. The bracket is

(0.301907)(−0.769906) + (1.765896 − 1.570796)(0.638158)
= −0.23244 + 0.12450 = −0.10794.

Therefore

μ/μ_L = 1 − 6(0.10794) = 0.3524.

Matthiessen's rule, 1/μ_M = 1/μ_L + 1/μ_I, gives μ_M = 0.5μ_L. The combined mobility is 29.5% below the rule's value. Relative to the combined mobility, the rule's overestimate is 41.9%.

The energy dependence explains the loss. The integrand for lattice scattering alone, xe^(−x), peaks at x = 1, where the impurity rate is X²/x² = 6 times the phonon rate. The integrand for impurities alone peaks at x = 3, where the phonon rate is 9/6 = 1.5 times the impurity rate. Each mechanism obstructs electrons that carry much of the current when the other acts alone.

**Part (d). Determine the sign of the deviation for any two positive relaxation times.**

For any constant c,

c²τ₁ + (1−c)²τ₂ − τ₁τ₂/(τ₁+τ₂) = [c(τ₁+τ₂) − τ₂]²/(τ₁+τ₂) ≥ 0.

To verify the equality, expand the left side and use τ₂ − τ₁τ₂/(τ₁+τ₂) = τ₂²/(τ₁+τ₂). Now average over energy and choose c = ⟨τ₂⟩/(⟨τ₁⟩+⟨τ₂⟩):

⟨τ₁τ₂/(τ₁+τ₂)⟩ ≤ ⟨τ₁⟩⟨τ₂⟩/(⟨τ₁⟩+⟨τ₂⟩).

The left side gives the combined mobility and the right side gives Matthiessen's value. The rule therefore never underestimates mobility within this additive relaxation-time model. Equality requires the square to vanish at every energy, so τ₁/τ₂ must be independent of energy.

**Part (e). Find the limits of weak and strong impurity scattering, and locate the greatest deviation.**

Let r = μ_L/μ_I and R = μ/μ_M. Then X² = 6r and R = (1+r)(1 − X²G).

For small X, Ci(X) = γ + ln X + O(X²), where γ is Euler's constant, and Si(X) = O(X). Thus G = −γ − ln X + πX/2 + …. Keeping the leading terms,

R ≈ 1 + r[1 + 6γ + 3ln(6r)], r → 0.

The logarithm makes even weak impurity scattering noticeable. At r = 0.01 the full result is R = 0.941. The leading formula gives 0.960; the next term, −πX³/2 = −0.023, lowers this to 0.937, slightly below the full value.

For large X, expand the integrand of part (b):

μ/μ_L = ∫₀^∞ e^(−x)[x³/X² − x⁵/X⁴ + …]dx
= 6/X² − 120/X⁴ + …
= 1/r − 10/(3r²) + ….

Multiplication by 1+r gives

R ≈ 1 − 7/(3r), r → ∞.

At r = 100 this is 0.977, against the full value 0.978. Matthiessen's rule is recovered when either mechanism dominates.

Numerical minimization gives the smallest ratio, R = 0.702, near r = 0.77. Equal mobilities, with R = 0.705, are close to the worst case but do not coincide with it.

**Part (f). Apply the result to n-type germanium at 77 K, and assess the model.**

Take m = 0.12m₀, relative permittivity 16 and μ_L = 35 000 cm²/Vs. These are rough values in the regime of germanium, where m₀ is the free-electron mass. From part (b),

A = 3√π mμ_L/(4e) = 3.174 ps.

Equal mobilities require B = A/6 = 0.529 ps. Since λ depends on N, the density must be found numerically: N = 1.235 × 10¹⁶ cm⁻³. It gives λ = 21.8 nm and, at x = 3, b = 119 and L = 3.797.

This can be checked by hand. With a = 7.056 nm and ka = 1.767 at x = 3, k = 0.2504 nm⁻¹ there. At x = 1, k₁ = 0.2504/√3 = 0.1446 nm⁻¹. Using ħ/m = 965 nm²/ps and N = 1.235 × 10⁻⁵ nm⁻³,

1/B = 2πN(ħ/m)L/(a²k₁³) = 1.89 ps⁻¹,

so B = 0.529 ps, as required. The model mobility is

μ = 0.3524 × 35 000 = 12 300 cm²/Vs,

or 1.23 m²/Vs, whereas Matthiessen's rule gives 17 500 cm²/Vs.

*Coulomb logarithm.* Let L vary with energy at the same donor density. Then μ_I = 34 300 and μ = 13 100 cm²/Vs, an increase of 6% in the combined mobility. Its integrand, x³e^(−x)/(x²+6), has a negative slope at x = 3 and peaks at lower energy, where L is smaller. The deviation from Matthiessen's rule, using the new μ_I, falls to 24%.

*Anisotropic valleys.* Germanium has four ellipsoidal valleys; use masses m_l = 1.6m₀ and m_t = 0.08m₀. Put w_i = ħk_i/√m_i, which makes an energy surface the sphere w² = 2E. Assume that a field along axis i displaces the distribution in proportion to w_i. Its loss rate is then the scattering average of (w_i−w_i′)²/2, divided by the shell average w²/3.

For two random points on the sphere, the squared chord is 4w²s, with s uniform between 0 and 1. Its direction is isotropic and independent of s. If u is the cosine of its angle to the long axis, then q² = 8Es m(u)/ħ², where m(u) = m_l u² + m_t(1−u²). Using ∫₀¹ s ds/(1+bs)² = L(b)/b² gives

1/τ_i = (2π/ħ)ND(e²λ²/ε)² 6∫₀¹ g_i(u)L(b)/b² du,

with b = 8Em(u)λ²/ħ², g_l = u² and g_t = (1−u²)/2. Here D is the density of states per spin in one valley. Averaging the mobility tensor over equivalent valleys gives

μ = (e/3)[⟨τ_l⟩/m_l + 2⟨τ_t⟩/m_t].

Hold μ_L and N fixed, and take the phonon time to be the same along and across the valley axis; making it 24% longer along the axis changes μ by less than 1%. Then μ_I = 30 800 and μ = 11 600 cm²/Vs. These are lower bounds for this valley model, because the assumed displacement acts as a trial function for the angular problem. Letting the ratio of displacement to w_i vary with direction on the energy shell raises them to about 37 000 and 12 300 cm²/Vs. The combined mobility is then 6% below the isotropic result with varying L, and the deviation from Matthiessen's rule is 31%.

*Electron-electron collisions.* These conserve total momentum but redistribute it over energy. Let φ(x) be the drift velocity at energy x. The true drift φ₀ obeys φ₀/τ + Cφ₀ = g, where g = −eF/m and C is the linearized electron-electron collision operator, which is symmetric and nonnegative under the energy average. The effective time is ⟨φ₀⟩/g. For any trial φ, put P(φ) = ⟨φCφ⟩. Multiplying the equation by φ and averaging gives g⟨φ⟩ = ⟨φ(1/τ + C)φ₀⟩, and the Cauchy-Schwarz inequality for this positive form gives

g²⟨φ⟩² ≤ g⟨φ₀⟩[⟨φ²/τ⟩ + P(φ)],

with equality at φ = φ₀. The effective inverse time is therefore the minimum over φ of

[⟨φ²/τ⟩ + P(φ)]/⟨φ⟩²,

where P ≥ 0 is the electron-electron loss and P = 0 for constant φ. Without P, the Cauchy-Schwarz inequality gives the minimum 1/⟨τ⟩. Adding P cannot lower it, while constant φ shows that it cannot exceed ⟨1/τ⟩. For equal components,

⟨1/τ⟩ = [4/(3√πA)]∫₀^∞(x²+6)e^(−x)dx = 32/(3√πA).

The lower bound is thus μ/μ_L = 9π/128 = 0.221, and the upper bound is 0.352. In this example the interval is 7700 to 12 300 cm²/Vs. It does not bracket the Matthiessen ratio, because these collisions also change the component mobilities. When they dominate, φ is constant, the averaged rates ⟨1/τ⟩ add, and Matthiessen's rule becomes exact. The 29.5% deviation therefore belongs to the model without them.

*Other effects.* For the same screened potential, numerical phase shifts give transfer cross-sections within 1% of the Born values at x = 2 and x = 3. At x = 1 the cross-section is 4% below the Born value, at x = 0.5 it is 11% below, and at x = 0.25 it is 22% below. These low energies carry little of μ, but they weigh heavily in ⟨1/τ⟩, so the electron-electron lower bound is more sensitive to the Born approximation than μ is. With the density of states of germanium's four valleys, Fermi statistics change μ by 0.1% at fixed scattering rates; with that of the single isotropic band the change is 1.2%. For the four valleys, a rough donor depth of 12 meV and only a twofold spin-degenerate ground state, 90% of donors are ionized, so the total density is 1.38 × 10¹⁶ cm⁻³. Giving each neutral donor the largest s-wave cross-section, 4π/k², lowers μ by 6%; higher partial waves are omitted, so the loss could be larger. Germanium donors also have slightly shallower valley-orbit states. Including six of them, counting spin, at a rough depth of 10 meV reduces the ionized fraction to 73%, and the same scattering estimate then lowers μ by 18%. Electrons above a rough optical-phonon emission threshold of 37 meV carry 6% of the model mobility.

Acoustic scattering is only roughly elastic here. For a rough sound speed of 5400 m/s, the largest phonon energy in a collision at x = 3, 2ħk times the sound speed, is 0.27kT in the isotropic band. Along the long axis of a germanium valley it is about kT. The high-temperature form of N_q alone is poor there, but absorption and emission together vary as 2N_q + 1, which is still within 8% of its high-temperature form. The effect of energy exchange with the phonons on the mobility is not computed here.

*Screening.* Debye's formula assumes many electrons within a screening length. Here a sphere of radius λ holds only (4π/3)Nλ³ = 0.54 electrons, so the formula is an estimate outside its safe range. Replacing λ by the mean donor spacing, N^(−1/3) = 43 nm, lowers the mobility with varying L from 13 100 to 11 000 cm²/Vs.

For real germanium, the isotropic band, the Debye screening and the neglect of neutral donors and electron-electron collisions therefore limit the accuracy of the model. Within the isotropic band and with L fixed, the bounds show that these collisions can lower the calculated mobility by at most about 37%; with varying L the same bound is 16%. They do not show how much of that lowering occurs. The bounds do not carry over to germanium's ellipsoidal valleys. Electrons in differently oriented valleys have different masses along the field, so a collision between them can conserve momentum and still change the current. The percentages above are separate sensitivities and should not be added. The value 12 300 cm²/Vs is a model result, not a measured mobility. The numerical output gives further digits for the main results.

Computed results

```
X at equal component mobilities = 2.449490
Ci(X) = 0.301907; Si(X) = 1.765896
cos X = -0.769906; sin X = 0.638158
G(X) = 0.107936
mu/mu_L = 0.352386
mu/mu_Matthiessen = 0.704772
true mobility relative to rule = -29.52 %
rule's overestimate = 41.89 %
mu_L/mu_I=0.01: mu/mu_Matthiessen=0.94086
mu_L/mu_I=0.1: mu/mu_Matthiessen=0.80354
mu_L/mu_I=1: mu/mu_Matthiessen=0.70477
mu_L/mu_I=10: mu/mu_Matthiessen=0.86480
mu_L/mu_I=100: mu/mu_Matthiessen=0.97845
largest deviation at mu_L/mu_I = 0.7665
smallest mu/mu_Matthiessen = 0.702385
temperature = 77 K; kT = 6.635 meV
model mass = 0.12 m0; eps_r = 16
input mu_L = 35000 cm2/Vs
A = 3.1744 ps; B = 0.5291 ps
ionized donors for equality = 1.2352e+16 cm^-3
Debye length = 21.794 nm
effective Bohr radius = 7.056 nm
at x=3: b = 119.119; L(b) = 3.7968
mu_I = 35000.0 cm2/Vs
combined mu = 12333.5 cm2/Vs
Matthiessen mu = 17500.0 cm2/Vs
running log: mu_I = 34281.6 cm2/Vs
running log: mu = 13109.1 cm2/Vs
running log: mu/mu_Matthiessen = 0.7569
valley masses = 1.60, 0.08 m0; valleys = 4
anisotropic valleys: mu_I = 30794.1 cm2/Vs
anisotropic valleys: mu = 11570.7 cm2/Vs
anisotropic valleys: mu/mu_Matthiessen = 0.7063
x=2: k*a=1.443; sigma/Born=0.9965
x=3: k*a=1.767; sigma/Born=1.0062
N_c = 1.3208e+18 cm^-3; n/N_c = 0.00935
Fermi statistics change mu by 0.122 %
donor level depth = 12.0 meV
neutral donors = 1.4096e+15 cm^-3
total donors = 1.3762e+16 cm^-3
ionized fraction = 0.8976
s-wave neutral limit changes mu by -6.37 %
optical quantum = 37.0 meV; threshold x = 5.576
mobility share above threshold = 6.20 %
electron-electron lower bound mu/mu_L = 0.220893
electron-electron lower bound mu = 7731.3 cm2/Vs
```
